# Bending of an Isotropic Multilayer from Five Sums and Two Equations

## What has to be decided before coding

A routine that predicts the bending of a layered film can carry a separate strain and curvature for every layer, tied together by interface conditions, or it can carry one strain and one curvature for the whole stack. The second choice is sufficient for a bonded stack of isotropic layers in linear elasticity, far from its edges. The layers enter through five sums, and adding a layer adds a term to each sum but no unknown.

If the misfit is the same in all in-plane directions, there is one system of two equations. A general in-plane misfit needs three such systems, which do not couple. The sections below derive both statements, then give the limits in which shorter formulas may replace them.

## Geometry, misfit and sign

Layer $i$ occupies $z_{i-1}<z<z_i$, with $z_0=0$ at the bottom face and $z_n=H$ at the top. Its thickness is $h_i$, its Young modulus $E_i$ and its Poisson ratio $\nu_i$. The misfit strain $e_i$ is the in-plane strain the layer would have if it were cut free, measured from a reference state common to all layers. A positive $e_i$ means that the layer wants to be wider than the reference. For now $e_i$ is equal in all in-plane directions. There is no out-of-plane shear misfit; a misfit along $z$ is allowed.

Tensile stress is positive. Positive curvature $\kappa$ stretches the top relative to the bottom and makes the top face convex. No physical constant appears in the algebra, so it holds unchanged in atomic units and in the eV and Å used for the numbers.

## Why two constants describe the strain

Away from the edges, nothing distinguishes one in-plane position from another, so we seek strains that depend on $z$ only. The stresses then also depend on $z$ only, and equilibrium reduces to

$$
\frac{d\sigma_{xz}}{dz}=\frac{d\sigma_{yz}}{dz}=\frac{d\sigma_{zz}}{dz}=0 .
$$

These three components are constant within a layer, continuous across bonded interfaces and zero on the free faces. They therefore vanish throughout the stack. In an isotropic layer without out-of-plane shear misfit, zero shear stress means zero shear strain. With displacements $u_x,u_y,w$ this reads

$$
\frac{\partial u_\alpha}{\partial z}=-\frac{\partial w}{\partial x_\alpha},\qquad \alpha=x,y .
$$

Differentiating along $x_\beta$ and symmetrizing gives the change of in-plane strain with height:

$$
\frac{d\varepsilon_{\alpha\beta}}{dz}=-\frac{\partial^2 w}{\partial x_\alpha\partial x_\beta}.
$$

A further derivative in $z$ turns the right side into $-\partial^2\varepsilon_{zz}/\partial x_\alpha\partial x_\beta$, which is zero because $\varepsilon_{zz}$ depends on $z$ only. Each in-plane strain component is thus linear in $z$ within a layer.

This leaves two constants per component and per layer. The interfaces remove the excess. Since $u_x$ and $u_y$ are continuous, so are their in-plane derivatives, and $\varepsilon_{\alpha\beta}$ does not jump. Since $w$ is continuous at every point of the interface, so are its second in-plane derivatives, and by the last equation the slope of $\varepsilon_{\alpha\beta}$ does not jump either. One straight line runs through the whole stack.

For equal-biaxial misfit we take $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$ and $\varepsilon_{xy}=0$; the section on general misfit shows that no other choice is possible. Then

$$
\varepsilon(z)=\varepsilon_0+\kappa z,
$$

with the displacements

$$
u_x=(\varepsilon_0+\kappa z)x,\quad u_y=(\varepsilon_0+\kappa z)y,\quad
w=-\tfrac{\kappa}{2}(x^2+y^2)+f(z),
$$

where $f'(z)=\varepsilon_{zz}$. The linear profile follows from three-dimensional elasticity and is not a plate hypothesis. The argument nowhere used constant moduli within a layer, so it also covers properties that vary continuously with $z$.

## The two equations

The elastic part of the in-plane strain is $\varepsilon-e_i$. With $\sigma_{zz}=0$ and $\sigma_{xx}=\sigma_{yy}=\sigma$, Hooke's law gives

$$
\varepsilon-e_i=\frac{\sigma-\nu_i\sigma}{E_i}
\quad\Rightarrow\quad
\sigma=M_i(\varepsilon_0+\kappa z-e_i),\qquad M_i=\frac{E_i}{1-\nu_i}.
$$

$M_i$ is the biaxial modulus. A misfit along $z$ changes the thickness of the layer but not this stress.

An unsupported stack carries no net force and no net moment per unit length of cross-section:

$$
\int_0^H\sigma\,dz=0,\qquad \int_0^H z\,\sigma\,dz=0 .
$$

Inserting the stress and moving the misfit terms to the right gives

$$
\begin{pmatrix}A&B\\ B&D\end{pmatrix}
\begin{pmatrix}\varepsilon_0\\ \kappa\end{pmatrix}
=\begin{pmatrix}F\\ G\end{pmatrix},
$$

where $A,B,D$ are the integrals of $M$, $Mz$, $Mz^2$, and $F,G$ those of $Me$, $Mze$. With the layer midpoint $c_i=(z_i+z_{i-1})/2$, the elementary integrals are

$$
\frac{z_i^2-z_{i-1}^2}{2}=h_ic_i,\qquad
\frac{z_i^3-z_{i-1}^3}{3}=h_i\Big(c_i^2+\frac{h_i^2}{12}\Big).
$$

The second follows by writing $z=c_i+s$ and integrating $c_i^2+2c_is+s^2$ over $|s|<h_i/2$. The five sums are

$$
A=\sum M_ih_i,\quad B=\sum M_ih_ic_i,\quad
D=\sum M_ih_i\Big(c_i^2+\frac{h_i^2}{12}\Big),
$$

$$
F=\sum M_ih_ie_i,\qquad G=\sum M_ih_ie_ic_i .
$$

The system has one solution, because its determinant is positive. Expanding the square below gives $\tfrac12(DA-2B^2+AD)$, hence

$$
AD-B^2=\frac12\int_0^H\!\!\int_0^H M(z)M(z')(z-z')^2\,dz\,dz'>0
$$

for positive biaxial moduli.

## Solved form and choice of origin

Let $z_b=B/A$ be the modulus-weighted mean height, and write $z=z_b+s$. By construction $\int Ms\,dz=0$, so stretching and bending separate. The force equation gives the strain at $z_b$, and the moment about $z_b$ gives the curvature:

$$
\varepsilon(z_b)=\frac FA,\qquad
\kappa=\frac{\sum M_ih_i(c_i-z_b)e_i}{\int M(z-z_b)^2dz}
=\frac{G-z_bF}{D-z_bB}.
$$

The denominator follows from $D-2z_bB+z_b^2A=D-z_bB$. A layer with positive misfit bends the stack convex upward if its midpoint lies above $z_b$, and the other way if it lies below. The plane $z_b$ is not in general free of stress or strain; its strain is merely independent of the curvature.

Two invariances help in an implementation.

- **Shift of origin.** With the origin moved to height $p$ and $z'=z-p$, the strain is $(\varepsilon_0+\kappa p)+\kappa z'$. The curvature is unchanged, and the reference strain becomes the strain at the new origin.
- **Shift of reference state.** Adding a constant $c$ to every $e_i$ changes $F$ by $cA$ and $G$ by $cB$. The solution responds with $\varepsilon_0\to\varepsilon_0+c$ and unchanged $\kappa$ and stresses. The misfit of one layer, for example the substrate, can therefore be set to zero.

The origin does matter for rounding. For a uniform plate $D-z_bB=AH^2/12$. With the origin at the bottom face $D=AH^2/3$, so the subtraction removes three quarters of $D$, which is harmless. With the origin at a distance $L\gg H$, $D\approx AL^2$ exceeds the difference by a factor of about $12(L/H)^2$, and digits are lost accordingly. An origin in or on the stack avoids this if the layers have comparable moduli. If a film on a soft substrate is so stiff that its product $M_ih_i$ far exceeds that of the substrate, $z_b$ lies near the film, and an origin at the bottom face can still cost several digits. It is then better to compute $z_b$ first, take it as the origin and evaluate the five sums there. The new $B$ is zero except for rounding, but this remainder should be kept when the system is solved. It corrects for the rounding of $z_b$, which is not negligible against the short lever arm of the stiff film.

## A stack held flat

If a mount forces $\kappa=0$ but leaves the stack free to expand, the force equation alone fixes $\varepsilon_0=F/A$. The moment per unit length that the mount must supply is

$$
\int_0^H z\,\sigma\,dz=B\frac FA-G=-(G-z_bF).
$$

It is opposite in sign to the curvature that appears on release. Stresses computed for the free stack do not apply to the mounted one, since the term $\kappa(z-z_b)$ is missing there.

## General in-plane misfit

Let the misfit of a layer have components $e_{xx},e_{yy},e_{xy}$, and let $a_{\alpha\beta}=\varepsilon_{\alpha\beta}-e_{\alpha\beta}$ be the elastic strain. With $\sigma_{zz}=0$,

$$
Ea_{xx}=\sigma_{xx}-\nu\sigma_{yy},\quad
Ea_{yy}=\sigma_{yy}-\nu\sigma_{xx},\quad
Ea_{xy}=(1+\nu)\sigma_{xy}.
$$

Half the sum and half the difference of the first two relations give

$$
\frac{\sigma_{xx}+\sigma_{yy}}2=\frac{E}{1-\nu}\,\frac{a_{xx}+a_{yy}}2,\qquad
\frac{\sigma_{xx}-\sigma_{yy}}2=\frac{E}{1+\nu}\,\frac{a_{xx}-a_{yy}}2 .
$$

The shear relation also has the modulus $E/(1+\nu)$, provided $a_{xy}$ is the tensor component, half the engineering shear. Each combination of strains drives only its own combination of stresses, in every layer. Zero force and zero moment then give three separate systems of the form above: one for the mean with $M=E/(1-\nu)$, and two for the half-difference and the shear with $M$ replaced by $E/(1+\nu)$. The normal curvatures follow as $\kappa_{xx}=\kappa_m+\kappa_d$ and $\kappa_{yy}=\kappa_m-\kappa_d$, where $m$ and $d$ denote mean and half-difference.

For equal-biaxial misfit the last two systems have zero right sides. Their determinants are positive, so their solutions vanish. This justifies the earlier choice of equal normal strains and no shear.

## Where the result stops holding

**Edges.** The solution leaves a traction $\sigma(z)$ on the side faces whose force and moment vanish but whose local values do not. A real edge is free of traction, so the stress near it differs from the formula. The effect on the interior can be seen in a disk of three layers, with the total thickness as unit of length and a round value as unit of modulus:

| $E$ | $\nu$ | $h$ | $e$ |
|---|---|---|---|
| 1.0 | 0.20 | 0.5 | 0 |
| 2.0 | 0.35 | 0.2 | 0.010 |
| 0.5 | 0.30 | 0.3 | 0.015 |

The two equations give $\kappa H=0.021249$. An axisymmetric finite-element solution of three-dimensional linear elasticity with free edges, evaluated four thicknesses from the axis, gives $0.021247$ for a disk radius of $20H$ and $0.021248$ for $40H$. In this case the edge alters the central curvature by about one part in ten thousand at the smaller radius. This says nothing about the stress at the edge itself, which needs a separate calculation.

**Large deflection.** A flat disk cannot become a spherical cap without in-plane strain. On a sphere of radius $1/\kappa$, a circle at surface distance $\rho$ from the pole has circumference

$$
\frac{2\pi}{\kappa}\sin(\kappa\rho)\approx2\pi\rho\Big(1-\frac{\kappa^2\rho^2}{6}\Big).
$$

If radial lengths are kept, the rim must shrink by a strain $\kappa^2\rho^2/6$, which linear theory ignores. Its ratio to the bending strain $\kappa H/2$ at the faces is $\kappa\rho^2/(3H)=2\delta/(3H)$, where $\delta=\kappa\rho^2/2$ is the deflection at the rim. The deflection must therefore be small compared with the thickness. A small slope is not enough.

**Material response.** Plastic flow, sliding interfaces and delamination break the assumptions directly. A compressed film that is much stiffer than its substrate can wrinkle, and a poorly bonded one can buckle away from it; the strain then varies in the plane, and the linear equations give no warning of this. Isotropy was used to separate the three systems; with general in-plane anisotropy the strain components can couple.

## Thin films on a thick substrate

Let the substrate have modulus $M_s$, thickness $h_s$ and zero misfit, and let the sums below run over the films. To leading order in film thickness, $z_b=h_s/2$, each film sits at a distance $h_s/2$ from it, and the denominator of $\kappa$ is $M_sh_s^3/12$. Therefore

$$
\kappa_{\rm thin}=\frac{(h_s/2)\sum M_ih_ie_i}{M_sh_s^3/12}
=\frac{6\sum M_ih_ie_i}{M_sh_s^2}.
$$

This is the Stoney formula summed over films. In this order the films act independently and their sequence does not matter.

The next order tells when the formula may be used. Define the stiffness ratio $q=\sum M_ih_i/(M_sh_s)$, and let $b_i=c_i-h_s$ be the height of a film's midpoint above the substrate. To first order,

$$
z_b\approx\frac{h_s}{2}\,\frac{1+2q}{1+q}\approx\frac{h_s}{2}(1+q).
$$

The lever arm of film $i$ becomes $c_i-z_b\approx(h_s/2)(1+2b_i/h_s-q)$. In the denominator the films add $\sum M_ih_i(h_s/2)^2$, while the shift of $z_b$ within the substrate contributes in second order only, so

$$
\int M(z-z_b)^2dz\approx\frac{M_sh_s^3}{12}(1+3q).
$$

Dividing, and writing $\bar b=\sum M_ih_ie_ib_i/\sum M_ih_ie_i$ for a nonzero denominator,

$$
\kappa\approx\kappa_{\rm thin}\Big(1-4q+\frac{2\bar b}{h_s}\Big),\qquad
\frac{\kappa_{\rm thin}}{\kappa}-1\approx4q-\frac{2\bar b}{h_s}.
$$

Of the term $4q$, a part $3q$ comes from the stiffening of the plate by the films, and a part $q$ from the shift of $z_b$ towards them, which shortens their lever arms. The term $2\bar b/h_s$ comes from the height of the films above the substrate surface, which lengthens the arms. The thin-film formula omits all three effects, and the last acts against the other two when $\bar b>0$. If films of opposite misfit nearly cancel in $\sum M_ih_ie_i$, then $\bar b$ can be large and the full system should be used.

## Worked example

Take a substrate and three films with round model parameters, listed from the bottom:

| $E$ (eV/Å³) | $\nu$ | $M$ (eV/Å³) | $h$ (Å) | $e$ |
|---|---|---|---|---|
| 0.75 | 0.25 | 1.0 | 10000 | 0 |
| 1.20 | 0.20 | 1.5 | 200 | 0.0010 |
| 0.49 | 0.30 | 0.7 | 100 | −0.0020 |
| 0.60 | 0.40 | 1.0 | 300 | 0.0015 |

The midpoints are at 5000, 10100, 10250 and 10450 Å. The products $M_ih_i$ are 10000, 300, 70 and 300 eV/Å², and the products $M_ih_ie_i$ are 0, 0.30, −0.14 and 0.45 eV/Å². Hence

$$
A=10670\ \text{eV/Å}^2,\quad F=0.61\ \text{eV/Å}^2,
$$

$$
G=0.30(10100)-0.14(10250)+0.45(10450)=6297.5\ \text{eV/Å}.
$$

The other two sums are $B=5.68825\times10^7$ eV/Å and $D=4.040548\times10^{11}$ eV. Then $z_b=B/A=5331.07$ Å, and

$$
\kappa=\frac{6297.5-5331.07\times0.61}{4.040548\times10^{11}-5331.07\times5.68825\times10^7}
=\frac{3045.5}{1.0081\times10^{11}}\ \text{Å}^{-1}.
$$

This is $\kappa=3.02\times10^{-8}$ Å⁻¹, a radius of curvature of $3.31\times10^7$ Å or 3.31 mm. The top is convex. In the numerator the films contribute about 1431, −689 and 2304 eV/Å, so the middle film opposes the other two.

The strain at $z_b$ is $F/A=5.717\times10^{-5}$. At the bottom face it is $\varepsilon_0=F/A-\kappa z_b=-1.039\times10^{-4}$, and at the top of the substrate $\varepsilon_0+\kappa h_s=1.982\times10^{-4}$. The stresses follow from $\sigma=M_i(\varepsilon-e_i)$, in units of $10^{-3}$ eV/Å³:

| Layer | bottom | top |
|---|---|---|
| substrate | −0.104 | 0.198 |
| film 1 | −1.203 | −1.194 |
| film 2 | 1.543 | 1.545 |
| film 3 | −1.293 | −1.284 |

The largest magnitude, in film 2, is $1.545\times10^{-3}$ eV/Å³ or 0.248 GPa. On a rigid substrate kept at zero strain, the film stresses would be $-M_ie_i$, or −1.5, 1.4 and −1.5 in the units of the table. The substrate surface stretches, which relieves the two compressed films and loads the tensile one further. Since the profile is linear in each layer, forces follow from mean stresses: the films carry −0.240, 0.154 and −0.386 eV/Å², and the substrate carries 0.472 eV/Å², which balances them to the digits shown.

The substrate stress changes sign at $z=-\varepsilon_0/\kappa\approx3440$ Å. In the thin-film limit $F/A=F/(M_sh_s)$ and $\kappa h_s/2=3F/(M_sh_s)$, so $\varepsilon_0=-2F/(M_sh_s)$ and the sign change lies at $h_s/3$, here 3333 Å.

The thin-film formula gives $\kappa_{\rm thin}=6(0.61)/10^8=3.66\times10^{-8}$ Å⁻¹, which is 21% above the full result, although the films make up less than 6% of the total thickness. The first-order estimate explains the size. Here $q=0.067$ and

$$
\bar b=\frac{0.30(100)-0.14(250)+0.45(450)}{0.61}\approx324\ \text{Å},
$$

so the predicted error is $0.268-0.065=0.203$. With all films ten times thinner the error relative to the full result is 2.04%, and with films a hundred times thinner it is 0.203%, in line with the first-order law.

The deflection reaches a tenth of the total thickness of 10600 Å at the disk radius

$$
\rho=\sqrt{\frac{2\times0.1\times10600}{3.02\times10^{-8}}}\ \text{Å}\approx2.65\times10^5\ \text{Å},
$$

which is 25 thicknesses. There the neglected rim strain is about 7% of the bending strain by the estimate above, which keeps radial lengths fixed. This figure is not the error in the curvature. For a uniform free disk with $\nu=0.25$, nonlinear (von Kármán) plate theory gives a rim strain of 5% of the bending strain at this deflection and a central curvature 0.4% below the linear value; the reduction grows to about 9% when the linear deflection is half the thickness. A disk of this size satisfies both demands, wide compared with its thickness and weakly deflected; a much wider one would violate the second.

## Graded films and the number of steps

For a free film of uniform modulus with misfit $e=gz$, the choice $\varepsilon_0=0$, $\kappa=g$ makes the stress zero everywhere. It satisfies both balance equations and is therefore the solution. The film bends until its strain matches its misfit, whatever its thickness.

A layer code replaces the gradient by $n$ equal steps of thickness $t=H/n$ with $e_i=gc_i$. Put $s_i=c_i-H/2$. Splitting the integral of $(z-H/2)^2$ over the film into layers gives

$$
\frac{H^3}{12}=t\sum s_i^2+n\frac{t^3}{12}
\quad\Rightarrow\quad
t\sum s_i^2=\frac{H^3}{12}\Big(1-\frac1{n^2}\Big).
$$

The numerator of $\kappa$ is $Mgt\sum s_i^2$ and its denominator $MH^3/12$, so

$$
\kappa=g\Big(1-\frac1{n^2}\Big).
$$

For $H=1000$ Å and $g=10^{-6}$ Å⁻¹, the ratio $\kappa/g$ is 0, 0.75, 0.96, 0.99 and 0.9996 for 1, 2, 5, 10 and 50 steps. A single step has uniform misfit and does not bend.

The stress converges more slowly. The strain at mid-height is the mean misfit $gH/2$. At a distance $\tau$ from the midpoint of step $i$, with $s=s_i+\tau$,

$$
\sigma=M(\kappa s-gs_i)=Mg\Big(\tau-\frac{s}{n^2}\Big).
$$

For even $n$ there is an interface at $s=0$, where the stress jumps between $+Mgt/2$ and $-Mgt/2$. This artificial stress falls as $1/n$, whereas the curvature error falls as $1/n^2$. The number of steps should be set by the stress if stresses are wanted. Alternatively, the five integrals can be evaluated with the continuous profiles $M(z)$ and $e(z)$, and the two equations remain the same.
